# Why large monolayer domains do not guarantee few vacancies: test program

```python
"""
Result under test: in monolayer growth the domain size follows from
nucleation rate J and edge speed v,
    N = Gamma(4/3) (3/pi)^(1/3) (J/v)^(2/3),   L = N^(-1/2),
while the interior vacancy fraction is
    x = x_i * sum_n P_n H_n exp(-K_n).
x_i : fraction of X sites buried vacant at the moving edge
n   : number of impurity atoms among the 3 metal neighbours, probability P_n
H_n : survival of a vacancy until growth ends, averaged over coverage times
K_n : time integral of the repair rate during linear cooling
Only the upper X face of an MX2 monolayer is counted. The kinetic energies
are round effective model parameters. Lengths in um unless a name says nm.
"""
import numpy as np
from math import comb, gamma, pi, sqrt, exp, log
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.special import erfcx

KB = const.k / const.e                    # eV/K
LATTICE_NM = 0.32
CELL_NM2 = sqrt(3) / 2 * LATTICE_NM**2
ROW_NM = sqrt(3) / 2 * LATTICE_NM
SITES_CM2 = 1e14 / CELL_NM2
MASS_X2 = 64 * const.atomic_mass
EDGE_STICKING = 0.3
E_REPAIR = 1.6                            # eV
B_IMPURITY = 0.3                          # eV per impurity neighbour
T_GROW = 1050.0                           # K
T_END = 300.0                             # K
GROW_TIME = 900.0                         # s


def impingement(p_torr, temp):
    """X2 molecules striking one unit cell per second."""
    flux = p_torr * const.torr / sqrt(2 * pi * MASS_X2 * const.k * temp)
    return flux * CELL_NM2 * 1e-18


def repair_rate(p_torr, temp, n):
    barrier = E_REPAIR + n * B_IMPURITY
    return impingement(p_torr, temp) * exp(-barrier / (KB * temp))


def domain_density(J, v):
    return gamma(4 / 3) * (3 / pi)**(1 / 3) * (J / v)**(2 / 3)


def cover_time(J, v):
    return (3 / (pi * J * v**2))**(1 / 3)


def edge_rates(v, p_torr, temp=T_GROW):
    return v * 1000 / ROW_NM, EDGE_STICKING * impingement(p_torr, temp)


def buried_fraction(v, p_torr, temp=T_GROW):
    bury, fill = edge_rates(v, p_torr, temp)
    return bury / (bury + fill)


def growth_survival(J, v, k):
    tc = cover_time(J, v)
    top = (GROW_TIME / tc)**3
    cut = min(top, 40.0)
    val = quad(lambda u: exp(-u - k * (GROW_TIME - tc * u**(1 / 3))),
               0, cut, limit=200)[0]
    return val / (1 - exp(-top))


def cooling_exponent(p_torr, n, rate, temp=T_GROW):
    y = (E_REPAIR + n * B_IMPURITY) / (KB * temp)
    k0 = repair_rate(p_torr, temp, n)
    return 2 * k0 * temp / rate * (1 - sqrt(pi * y) * erfcx(sqrt(y)))


def vacancy_fraction(J, v, p, p_cool, rate, c, temp=T_GROW):
    total = 0.0
    for n in range(4):
        weight = comb(3, n) * c**n * (1 - c)**(3 - n)
        h = growth_survival(J, v, repair_rate(p, temp, n))
        total += weight * h * exp(-cooling_exponent(p_cool, n, rate, temp))
    return buried_fraction(v, p, temp) * total


# ---------- independent side: explicit simulation and direct integration
def grow_nuclei(J, v, side, rng):
    """Random attempts in a periodic box; only those on bare ground live."""
    t_max = 2.6 * (J * v**2)**(-1 / 3)
    count = rng.poisson(J * side**2 * t_max)
    times = np.sort(rng.random(count)) * t_max
    points = rng.random((count, 2)) * side
    live_p, live_t, m = np.empty((count, 2)), np.empty(count), 0
    for t, point in zip(times, points):
        gap = np.abs(live_p[:m] - point)
        gap = np.minimum(gap, side - gap)
        reach = v * (t - live_t[:m])
        if not np.any(gap[:, 0]**2 + gap[:, 1]**2 <= reach**2):
            live_p[m], live_t[m] = point, t
            m += 1
    return live_p[:m], live_t[:m]


def coverage_map(points, times, v, side, n_pix=300):
    axis = (np.arange(n_pix) + 0.5) * side / n_pix
    arrival = np.full((n_pix, n_pix), np.inf)
    owner = np.zeros((n_pix, n_pix), dtype=int)
    for i, (point, t) in enumerate(zip(points, times)):
        dx, dy = np.abs(axis - point[0]), np.abs(axis - point[1])
        dx, dy = np.minimum(dx, side - dx), np.minimum(dy, side - dy)
        trial = t + np.sqrt(dx[:, None]**2 + dy[None, :]**2) / v
        better = trial < arrival
        arrival[better] = trial[better]
        owner[better] = i
    return arrival, owner


def boundary_length(owner, side):
    """Length per area from crossings of straight test lines."""
    crossings = sum(np.mean(owner != np.roll(owner, 1, axis=a))
                    for a in (0, 1)) / 2
    return pi / 2 * crossings * owner.shape[0] / side


def buried_by_master_equation(v, p_torr):
    bury, fill = edge_rates(v, p_torr)
    # states: open vacant, open filled, buried vacant, buried filled
    g = np.zeros((4, 4))
    g[1, 0], g[2, 0], g[3, 1] = fill, bury, bury
    g -= np.diag(g.sum(axis=0))
    return (expm(g * 40 / bury) @ np.array([1.0, 0, 0, 0]))[2]


def cooling_by_quadrature(p_torr, n, rate, low=T_END):
    return quad(lambda T: repair_rate(p_torr, T, n) / rate, low, T_GROW,
                epsabs=0, epsrel=1e-9, limit=200)[0]


def simulated_fraction(arrival, v, p, p_cool, rate, c, rng):
    metal = (rng.random(arrival.shape) < c).astype(int)
    near = metal + np.roll(metal, 1, axis=0) + np.roll(metal, 1, axis=1)
    k = np.array([repair_rate(p, T_GROW, n) for n in range(4)])
    cool = np.array([cooling_by_quadrature(p_cool, n, rate) if p_cool > 0
                     else 0.0 for n in range(4)])
    done = arrival < GROW_TIME
    age = GROW_TIME - arrival[done]
    kind = near[done]
    survive = np.exp(-k[kind] * age - cool[kind])
    return buried_by_master_equation(v, p) * survive.mean()


rng = np.random.default_rng(12)
J_HIGH, J_LOW, V, V_FAST = 2e-4, 2e-7, 0.2, 0.6
SLOW, FAST, IMPURITY = 0.05, 1.0, 0.02

# domain counts, then coverage maps, for each pair (J, v)
maps, ratios, count_error = {}, [], 0.0
for J, v in ((J_HIGH, V), (J_LOW, V), (J_LOW, V_FAST)):
    side = 55 * (v / J)**(1 / 3)
    found = len(grow_nuclei(J, v, side, rng)[1]) / side**2
    error = abs(found / domain_density(J, v) - 1)
    count_error = max(count_error, error)
    assert error < 0.06                   # about 2700 random domains
    side = 30 * (v / J)**(1 / 3)
    pts, tms = grow_nuclei(J, v, side, rng)
    arrival, owner = coverage_map(pts, tms, v, side)
    maps[J, v] = arrival
    ratios.append(boundary_length(owner, side) / sqrt(len(tms) / side**2))
boundary_ratio = float(np.mean(ratios))

# boundary counter on simultaneous nucleation, where the ratio is 2
pts = rng.random((800, 2))
_, owner = coverage_map(pts, np.zeros(800), 1.0, 1.0)
voronoi_ratio = boundary_length(owner, 1.0) / sqrt(800)
assert abs(voronoi_ratio / 2 - 1) < 0.06  # pixels miss very short chords

for p in (0.5, 1.0):
    for v in (V, V_FAST):
        assert abs(buried_by_master_equation(v, p)
                   / buried_fraction(v, p) - 1) < 1e-6
    for n in range(4):
        assert abs(cooling_by_quadrature(p, n, SLOW)
                   / cooling_exponent(p, n, SLOW) - 1) < 1e-6

# recipe: J, v, growth pressure, cooling pressure, cooling rate, impurity
recipes = {
    "A dense nuclei": (J_HIGH, V, 0.5, 0.5, SLOW, 0.0),
    "B sparse nuclei": (J_LOW, V, 0.5, 0.5, SLOW, 0.0),
    "C B, X cut in cooling": (J_LOW, V, 0.5, 0.0, SLOW, 0.0),
    "D B, fast cooling": (J_LOW, V, 0.5, 0.5, FAST, 0.0),
    "E B, double X pressure": (J_LOW, V, 1.0, 1.0, SLOW, 0.0),
    "F E, with impurities": (J_LOW, V, 1.0, 1.0, SLOW, IMPURITY),
    "G B, triple edge speed": (J_LOW, V_FAST, 0.5, 0.5, SLOW, 0.0),
}
x, sim, size, worst = {}, {}, {}, 0.0
for name, (J, v, p, pc, rate, c) in recipes.items():
    key = name[0]
    x[key] = vacancy_fraction(J, v, p, pc, rate, c)
    sim[key] = simulated_fraction(maps[J, v], v, p, pc, rate, c, rng)
    size[key] = domain_density(J, v)**-0.5
    error = abs(sim[key] / x[key] - 1)
    worst = max(worst, error)
    assert error < 0.09                   # about 800 random domains per map

# causal claims, judged on the simulated films
assert sim["B"] > sim["A"] and size["B"] > size["A"]
assert sim["C"] > sim["B"] and sim["D"] > sim["B"]
assert sim["E"] < sim["A"] and sim["F"] > sim["E"]
assert sim["G"] > sim["B"] and size["G"] > size["B"]

# ---------- sizes of neglected effects
dens = {key: val * SITES_CM2 for key, val in x.items()}
LINE_DEFECTS = 1.0                        # per nm of boundary
edge_dens = {q: LINE_DEFECTS * boundary_ratio / (size[q] * 1000) * 1e14
             for q in "AB"}
E_MOVE, ATTEMPT = 2.3, 1e13               # eV, 1/s
diffusion = 1.5 * LATTICE_NM**2 * ATTEMPT * exp(-E_MOVE / (KB * T_GROW))
t_move = GROW_TIME + KB * T_GROW**2 / (E_MOVE * SLOW)
uptake = 2 * sqrt(diffusion * t_move / pi)
sink = {q: 2 * uptake * boundary_ratio / (size[q] * 1000) for q in "AB"}
H_VAC, S_VAC = 3.0, 9.0                   # eV, units of k
floor = exp(S_VAC - H_VAC / (KB * T_GROW)) * sqrt(
    const.bar / (0.5 * const.torr))
loss_rate = repair_rate(0.5, T_GROW, 0) * floor
bury, fill = edge_rates(V, 0.5)
two_stage = (1 + fill / (2 * bury))**-2
hotter = vacancy_fraction(*recipes["B sparse nuclei"], temp=T_GROW + 10)
triangle = (3 * sqrt(3) / pi)**(1 / 6)
window = KB * T_GROW**2 / E_REPAIR
early = (cooling_by_quadrature(0.5, 0, SLOW, T_GROW - 150)
         / cooling_by_quadrature(0.5, 0, SLOW))

print(f"growth temperature {T_GROW:.0f} K, growth time {GROW_TIME:.0f} s")
print(f"lattice constant {LATTICE_NM} nm, row spacing {ROW_NM:.3f} nm")
print(f"upper-face X sites {SITES_CM2:.3e} cm^-2")
print(f"X2 mass {MASS_X2 / const.atomic_mass:.0f} u, "
      f"edge sticking {EDGE_STICKING}")
print(f"repair barrier {E_REPAIR} eV, impurity adds {B_IMPURITY} eV")
print(f"J dense {J_HIGH:.0e}, sparse {J_LOW:.0e} um^-2 s^-1")
print(f"edge speed {V * 1000:.0f} nm/s, fast {V_FAST * 1000:.0f} nm/s")
print(f"cooling slow {SLOW} K/s, fast {FAST} K/s, to {T_END:.0f} K")
print(f"barrier change for J ratio {KB*T_GROW*log(J_HIGH/J_LOW):.3f} eV")
print(f"prefactor of N {domain_density(1, 1):.4f}")
for label, J, v in (("dense", J_HIGH, V), ("sparse", J_LOW, V),
                    ("sparse fast edge", J_LOW, V_FAST)):
    bare = exp(-(GROW_TIME / cover_time(J, v))**3)
    print(f"t_c {label}: {cover_time(J, v):.1f} s, bare at end {bare:.1e}")
print(f"at 0.5 Torr: impingement {impingement(0.5, T_GROW):.3e} /s per cell")
print(f"at 0.5 Torr: edge fill {fill:.3e} /s, burial {bury:.1f} /s")
for p in (0.5, 1.0):
    print(f"repair rate at {p} Torr {repair_rate(p, T_GROW, 0):.3e} /s")
print(f"cooling window kT^2/E {window:.1f} K")
print(f"share of cooling repair in first 150 K {early:.3f}")
print("recipe: L um | x_i | H_0 | exp(-K_0) | x | density cm^-2")
for name, (J, v, p, pc, rate, c) in recipes.items():
    q = name[0]
    h0 = growth_survival(J, v, repair_rate(p, T_GROW, 0))
    e0 = exp(-cooling_exponent(pc, 0, rate))
    print(f"{name}: {size[q]:.1f} | {buried_fraction(v, p):.4f} | {h0:.3f}"
          f" | {e0:.4f} | {x[q]:.2e} | {dens[q]:.2e}")
print(f"density ratios B/A {x['B']/x['A']:.2f}, C/B {x['C']/x['B']:.2f}, "
      f"D/B {x['D']/x['B']:.2f}")
print(f"density ratios E/B {x['E']/x['B']:.3f}, F/E {x['F']/x['E']:.2f}, "
      f"G/B {x['G']/x['B']:.2f}")
print(f"density ratio C/E at equal domain size {x['C']/x['E']:.1f}")
print(f"vacancies in area L^2, recipe B {dens['B']*size['B']**2*1e-8:.2e}")
k1 = repair_rate(1.0, T_GROW, 1)
s1 = growth_survival(J_LOW, V, k1) * exp(-cooling_exponent(1.0, 1, SLOW))
print(f"F: metal-site impurity {IMPURITY:.2f}, "
      f"density {IMPURITY * SITES_CM2:.2e} cm^-2")
print(f"F: X sites near an impurity {1 - (1 - IMPURITY)**3:.4f}")
print(f"F: vacancy survival beside one impurity {s1:.3f}")
print(f"largest error: domain count {100*count_error:.1f} %, "
      f"vacancies {100*worst:.1f} %")
print(f"boundary length / sqrt(N) {boundary_ratio:.2f}; "
      f"simultaneous nuclei {voronoi_ratio:.2f}")
print(f"boundary defects at {LINE_DEFECTS:.0f} per nm: A {edge_dens['A']:.1e},"
      f" B {edge_dens['B']:.1e} cm^-2")
print(f"L where boundary equals B interior "
      f"{LINE_DEFECTS*boundary_ratio*1e14/dens['B']:.0f} nm")
print(f"migration barrier {E_MOVE} eV, attempt rate {ATTEMPT:.0e} /s")
print(f"diffusion uptake {uptake:.0f} nm per side; "
      f"loss A {100*sink['A']:.1f} %, B {100*sink['B']:.2f} %")
print(f"triangular domains: L factor {triangle:.3f}")
print(f"two-stage burial at 0.5 Torr: x_i {two_stage:.4f}")
print(f"unrepaired lower face at 0.5 Torr "
      f"{buried_fraction(V, 0.5)*SITES_CM2:.2e} cm^-2")
print(f"vacancy enthalpy {H_VAC} eV, entropy {S_VAC:.0f} k")
print(f"equilibrium floor {floor:.1e}, reverse loss {loss_rate:.1e} /s")
print(f"10 K hotter: recipe B density factor {hotter / x['B']:.3f}")
print("no test failed")
```

Output:

```
growth temperature 1050 K, growth time 900 s
lattice constant 0.32 nm, row spacing 0.277 nm
upper-face X sites 1.128e+15 cm^-2
X2 mass 64 u, edge sticking 0.3
repair barrier 1.6 eV, impurity adds 0.3 eV
J dense 2e-04, sparse 2e-07 um^-2 s^-1
edge speed 200 nm/s, fast 600 nm/s
cooling slow 0.05 K/s, fast 1.0 K/s, to 300 K
barrier change for J ratio 0.625 eV
prefactor of N 0.8794
t_c dense: 49.2 s, bare at end 0.0e+00
t_c sparse: 492.4 s, bare at end 2.2e-03
t_c sparse fast edge: 236.7 s, bare at end 1.3e-24
at 0.5 Torr: impingement 6.008e+04 /s per cell
at 0.5 Torr: edge fill 1.803e+04 /s, burial 721.7 /s
repair rate at 0.5 Torr 1.256e-03 /s
repair rate at 1.0 Torr 2.513e-03 /s
cooling window kT^2/E 59.4 K
share of cooling repair in first 150 K 0.958
recipe: L um | x_i | H_0 | exp(-K_0) | x | density cm^-2
A dense nuclei: 10.7 | 0.0385 | 0.341 | 0.2515 | 3.30e-03 | 3.72e+12
B sparse nuclei: 106.6 | 0.0385 | 0.571 | 0.2515 | 5.53e-03 | 6.24e+12
C B, X cut in cooling: 106.6 | 0.0385 | 0.571 | 1.0000 | 2.20e-02 | 2.48e+13
D B, fast cooling: 106.6 | 0.0385 | 0.571 | 0.9333 | 2.05e-02 | 2.31e+13
E B, double X pressure: 106.6 | 0.0196 | 0.340 | 0.0632 | 4.22e-04 | 4.75e+11
F E, with impurities: 106.6 | 0.0196 | 0.340 | 0.0632 | 1.42e-03 | 1.60e+12
G B, triple edge speed: 153.8 | 0.1072 | 0.423 | 0.2515 | 1.14e-02 | 1.29e+13
density ratios B/A 1.67, C/B 3.98, D/B 3.71
density ratios E/B 0.076, F/E 3.36, G/B 2.06
density ratio C/E at equal domain size 52.2
vacancies in area L^2, recipe B 7.09e+08
F: metal-site impurity 0.02, density 2.26e+13 cm^-2
F: X sites near an impurity 0.0588
F: vacancy survival beside one impurity 0.880
largest error: domain count 2.1 %, vacancies 1.2 %
boundary length / sqrt(N) 1.83; simultaneous nuclei 1.95
boundary defects at 1 per nm: A 1.7e+10, B 1.7e+09 cm^-2
L where boundary equals B interior 29 nm
migration barrier 2.3 eV, attempt rate 1e+13 /s
diffusion uptake 176 nm per side; loss A 6.0 %, B 0.60 %
triangular domains: L factor 1.087
two-stage burial at 0.5 Torr: x_i 0.0055
unrepaired lower face at 0.5 Torr 4.34e+13 cm^-2
vacancy enthalpy 3.0 eV, entropy 9 k
equilibrium floor 1.3e-09, reverse loss 1.6e-12 /s
10 K hotter: recipe B density factor 0.696
no test failed
```
